Electron mobility limited by acoustic phonons through the deformation potential, part 1

(Sections cited here and not found follow in the second part.)

An electron moving through a perfect crystal is not scattered, but a crystal at temperature T is always slightly compressed in some places and stretched in others by its sound waves, and the bottom of the band moves up and down with the local strain. Symmetry and dimensions fix most of the mobility that results. A long sound wave is described by a displacement field u(r). A uniform shift or a rigid rotation of the crystal cannot move the band edge, so to first order the shift depends only on the strain tensor u_ij = (∂_i u_j + ∂_j u_i)/2, in the form δE = Σ Ξ_ij u_ij. For a single nondegenerate band minimum in an isotropic medium no direction is preferred, so Ξ_ij = Ξ δ_ij, and the perturbation is

H′ = Ξ Δ(r),  Δ = ∇·u.

The dilation Δ is the relative change of volume, and the deformation potential Ξ is an energy. In lowest order the scattering rate is proportional to the mean square of H′, hence to Ξ²⟨Δ²⟩. A compression wave stores the energy density c_l Δ²/2, where c_l is the longitudinal elastic modulus, and classical equipartition gives each mode an energy proportional to k_B T, so ⟨Δ²⟩ is proportional to k_B T/c_l. The lattice then enters only through Ξ² k_B T/c_l, which has the unit J² m³. If the electron keeps its energy in the collision, the rest of the rate can be built only from ħ, the band mass m and the electron energy, which for a dilute gas is of order k_B T. Write

1/τ ∼ (Ξ² k_B T/c_l) ħ^a m^b (k_B T)^c

and match units with J = kg m² s⁻² and ħ in J s. The powers of length, time and mass give

0 = 7 + 2a + 2c,  −1 = −4 − a − 2c,  0 = 2 + a + b + c.

The first two read a + c = −7/2 and a + 2c = −3, so c = 1/2 and a = −4, and the third gives b = 3/2. A mobility is a charge times a time over a mass, μ ∼ eτ/m, so

μ ∼ e ħ⁴ c_l / [Ξ² m^(5/2) (k_B T)^(3/2)].

The argument leaves open the numerical factor, and it has set aside two dimensionless quantities on which that factor could depend. One is ms²/k_B T, where s is the longitudinal sound speed, and the other is the carrier density measured against the thermal density of states. The power law holds when both are small, and it describes the temperature dependence only as far as Ξ, m and c_l do not themselves vary with T. The units are SI throughout, the carrier has charge −e with e > 0, the band is ε = ħ²k²/2m, the crystal has volume V with periodic boundaries so that Σ_k → V∫d³k/(2π)³, and no other scattering, no screening of H′ by the carriers and no second valley is present.

The sound waves follow from Hooke's law and Newton's law for a medium of density ρ. The stress is σ_ij = Σ C_ijkl u_kl, and the isotropic tensor that is symmetric in ij and in kl has two constants,

C_ijkl = λ δ_ij δ_kl + G (δ_ik δ_jl + δ_il δ_jk).

Because C is symmetric in k and l, u_kl may be replaced by ∂_l u_k, and ρ ∂²u_i/∂t² = Σ ∂_j σ_ij becomes, for a plane wave u = p exp(iq·r − iωt) with polarization vector p,

ρω² p_i = Σ C_ijkl q_j q_l p_k = λ q_i (q·p) + G q² p_i + G q_i (q·p).

The three terms come from the three products of Kronecker symbols in the order written. For p along q the right side is (λ + 2G) q² p_i, so ω = sq with ρs² = c_l = λ + 2G. For the two polarizations with q·p = 0 one finds ρω² = Gq². The dilation of a plane wave is i(q·p) times the wave, so the two transverse modes have Δ = 0 and do not couple in this model. The numerical check tests this by diagonalizing the matrix Σ C_ijkl q_j q_l/ρ for an oblique direction of q.

To quantize the longitudinal modes, take one pair of wave vectors ±q, with q̂ the unit vector along +q, and write the real field

u = √2 q̂ [A cos(q·r) + B sin(q·r)].

The averages of cos² and sin² over the volume are 1/2 and the average of their product is zero, so the kinetic energy ∫ρ|∂u/∂t|²/2 d³r equals ρV(Ȧ² + Ḃ²)/2. The only strain is along q̂ and equals Δ = √2 q [−A sin(q·r) + B cos(q·r)], so the elastic energy ∫c_l Δ²/2 d³r equals c_l q² V (A² + B²)/2 = ρVω²(A² + B²)/2. Thus A and B are two harmonic oscillators of mass ρV and frequency ω = sq, and each has the ladder form

A = √(ħ/2ρVω) (a_A + a_A†),  B = √(ħ/2ρVω) (a_B + a_B†).

Running waves are obtained by writing cosine and sine as exponentials,

√2 [A cos(q·r) + B sin(q·r)] = [(A − iB)/√2] e^(iq·r) + [(A + iB)/√2] e^(−iq·r),

and defining b_q = (a_A − i a_B)/√2 and b_(−q) = (a_A + i a_B)/√2. These satisfy [b_q, b_q†] = (1 + 1)/2 = 1 and [b_q, b_(−q)†] = (1 + (−i)(−i))/2 = 0, and b_q†b_q + b_(−q)†b_(−q) = a_A†a_A + a_B†a_B, so they are independent oscillators with the same energy. Since b_(−q)† = (a_A† − i a_B†)/√2, one has (A − iB)/√2 = √(ħ/2ρVω)(b_q + b_(−q)†). Taking the divergence multiplies e^(iq·r) by iq, so with Δ(r) = Σ_q Δ_q e^(iq·r),

Δ_q = i q √(ħ/2ρVω) (b_q + b_(−q)†),

and Δ_(−q) = Δ_q†, which has the same form up to a sign that no squared matrix element can see.

The electron is described by its envelope e^(ik·r)/√V. This treats ΞΔ(r) as a potential that varies slowly on the scale of the lattice constant and sets the overlap of the cell-periodic parts of the Bloch functions at k and k′ equal to 1, which is the leading approximation near the minimum of an isolated band. Then ⟨k′|e^(iq·r)|k⟩ is 1 for q = k′ − k and zero otherwise, and only the term ΞΔ_q connects k to k′. It can absorb a phonon q, with |⟨N−1|b|N⟩|² = N, or emit a phonon −q, with |⟨N+1|b†|N⟩|² = N + 1. With the phonons in equilibrium N is replaced by its average, the Bose function

N = 1/(e^x − 1),  x = ħsq/k_B T,

and the golden rule gives the rate of transitions from k to k′ at unchanged spin,

W(k→k′) = (2π/ħ) |g_q|² [N δ(ε′ − ε − ħsq) + (N + 1) δ(ε′ − ε + ħsq)],

|g_q|² = Ξ² ħq²/(2ρVω) = Ξ² ħq/(2ρVs).

The delta functions decide which phonons matter. Let c be the cosine of the angle between k and q. Then ε′ − ε = ħ²(2kqc + q²)/2m, and setting this equal to ±ħsq and dividing by ħ²q/2m gives

q + 2kc = ± q_s,  q_s = 2ms/ħ,

with the upper sign for absorption. The condition |c| ≤ 1 allows max(0, q_s − 2k) ≤ q ≤ 2k + q_s for absorption and 0 ≤ q ≤ 2k − q_s for emission. Emission is therefore impossible when 2k < q_s, that is, when the electron velocity v = ħk/m is below s. For an electron with ε = k_B T, whose wave number is k_th = √(2mk_B T)/ħ,

q_s/2k_th = √(ms²/2k_B T),  x at q = 2k_th equals 2√(2ms²/k_B T).

When k_B T ≫ ms², the first ratio is small, so q runs from 0 to nearly 2k in both processes. The second is also small, and it has two meanings. It is the phonon energy relative to the electron energy, so the collision is nearly elastic, and it is the phonon energy relative to k_B T, so the phonon modes involved are classical. For nondegenerate carriers the two approximations in the problem rest on this one inequality.

The elastic approximation drops ħsq from both delta functions, which then coincide, and the bracket becomes (2N + 1) δ(ε′ − ε). From the Bose function, 2N + 1 = (e^x + 1)/(e^x − 1) = coth(x/2). With cosh z ≈ 1 + z²/2 and sinh z ≈ z(1 + z²/6), coth z ≈ (1 + z²/3)/z, so

2N + 1 = (2/x)(1 + x²/12 + …).

Separately N ≈ 1/x − 1/2 and N + 1 ≈ 1/x + 1/2, so each differs from 1/x by the relative amount x/2, but the halves cancel in the sum and the relative error of equipartition, 2N + 1 → 2k_B T/ħsq, is x²/12. Inserting it,

|g_q|² (2N + 1) = [Ξ² ħq/(2ρVs)] [2k_B T/(ħsq)] = Ξ² k_B T/(ρs²V),

W(k→k′) = (2π/ħ) [Ξ² k_B T/(c_l V)] δ(ε′ − ε).

The wave number q has cancelled, and so has the ħ of the phonons. The left side of the first line is Ξ²⟨Δ_q Δ_q†⟩, because ⟨(b_q + b_(−q)†)(b_q† + b_(−q))⟩ = (N + 1) + N, so the statement is ⟨|Δ_q|²⟩ = k_B T/(c_l V). Classically this follows at once: ρVω²⟨A²⟩/2 = k_B T/2 and the same for B give ⟨|Δ_q|²⟩ = q²⟨A² + B²⟩/2 = q² k_B T/(ρVω²) = k_B T/(c_l V). The electron scatters from a random compression pattern that has the same strength at every wavelength and is practically frozen during the collision. The program tests the oscillator matrix elements by diagonalizing an oscillator on a grid, and it tests the dilation fluctuation on a harmonic chain of atoms whose modes are found numerically. For the longest wave of the chain, with x = 0.024996, the quantum value exceeds k_B T/(c_l V) by the relative amount 5.20 × 10⁻⁵, and x²/12 is 5.21 × 10⁻⁵.

The total rate of leaving k is R = Σ_k′ W(k→k′). The sum over final states of one spin uses dε′ = ħ²k′dk′/m,

(1/V) Σ_k′ δ(ε′ − ε) = [4π/(2π)³] ∫k′² δ(ε′ − ε) dk′ = [k²/(2π²)] [m/(ħ²k)] = mk/(2π²ħ²) ≡ g₁(ε).

With k = √(2mε)/ħ this density of states per spin is g₁ = (2m)^(3/2) √ε/(4π²ħ³). Defining τ = 1/R,

1/τ = (2π/ħ)(Ξ² k_B T/c_l) g₁ = Ξ² k_B T m k/(πħ³c_l) = √2 Ξ² k_B T m^(3/2) √ε/(πħ⁴c_l),

which has the exponents found from dimensions. Both 1/τ and v are proportional to k, so the mean free path does not depend on energy:

ℓ = vτ = (ħk/m) πħ³c_l/(Ξ² k_B T m k) = πħ⁴c_l/(Ξ² m² k_B T).

The time between collisions is not automatically the time in which a current decays, and the Boltzmann equation decides the matter. In a uniform field E the wave vector obeys ħ dk/dt = −eE, and in the steady state the drift of the occupation f(k) balances the collisions. For nondegenerate carriers f ≪ 1, final states are practically empty, and

−(e/ħ) E·∇_k f = Σ_k′ [W(k′→k) f(k′) − W(k→k′) f(k)].

The equilibrium solution is f₀ = exp[(ζ − ε)/k_B T] with chemical potential ζ. The exact W obeys detailed balance, W(k′→k) f₀(k′) = W(k→k′) f₀(k), because absorption from ε and emission back from ε + ħsq share the same |g_q|², and N f₀(ε) = (N + 1) f₀(ε + ħsq) follows from (N + 1)/N = e^x. Put f = f₀(1 + ψ) with ψ of first order in E. On the left, to first order, f is replaced by f₀, and ∇_k f₀ = −ħv f₀/k_B T turns the left side into +eE·v f₀/k_B T. On the right detailed balance lets f₀(k) be taken out of both terms. Dividing by f₀(k),

eE·v/k_B T = Σ_k′ W(k→k′) [ψ(k′) − ψ(k)].

The function ψ is a scalar, linear in E, and the only other vector available is k, so

ψ(k) = −(e/k_B T) (E·k̂) Λ(ε),

where Λ is an unknown length. W depends only on k, k′ and the angle θ between the two vectors, so the sum Σ W k̂′Λ(ε′) is unchanged by rotations about k̂, points along k̂, and equals k̂ Σ W cosθ Λ(ε′). Cancelling the common factor e(E·k̂)/k_B T gives

v = R Λ(ε) − Σ_k′ W(k→k′) cosθ Λ(ε′).

This equation holds for the exact W. For elastic scattering Λ(ε′) = Λ(ε), and it reduces to v = RΛ(1 − ⟨cosθ⟩), the average being taken with weight W. With equipartition W is the same for all directions of k′, and ∫cosθ d(cosθ) over −1 to 1 vanishes, so ⟨cosθ⟩ = 0 and

Λ = v/R = ℓ.

One collision erases the direction of motion completely. Elasticity alone would not give this. If the factor 2N + 1 were replaced by a constant, W would be proportional to q = k√(2w), where w = 1 − cosθ, and

⟨w⟩ = ∫₀² w^(3/2) dw / ∫₀² w^(1/2) dw = [(2/5) 2^(5/2)] / [(2/3) 2^(3/2)] = 6/5,

so that ⟨cosθ⟩ = −1/5. The isotropy comes from the cancellation of q against the 1/q of equipartition. The program tests both cases by summing W over a Cartesian grid of k′ with a Gaussian in place of the delta function, and finds 0 and −0.1998.

The current density, with a factor 2 for spin and E along z, is j_z = −e(2/V)Σ_k v_z f₀ψ, the equilibrium part being odd in k. With v_z = v cosϑ and E·k̂ = E cosϑ, where ϑ is the angle between k and the field, the two minus signs cancel, and the angular average of cos²ϑ is 1/3:

j_z = (e²E/k_B T)(2/V) Σ_k f₀ v Λ cos²ϑ = n e² E ⟨vΛ⟩/(3k_B T).

Here n = (2/V)Σf₀ and ⟨ ⟩ is now the average over the Maxwell distribution. The mobility is defined by j = neμE, so that the electrons drift with velocity −μE, and

μ = e⟨vΛ⟩/(3k_B T).

With Λ = ℓ constant only the mean speed is needed. Let y = ε/k_B T, so that v = √(2k_B T/m) y^(1/2) and the weight g₁f₀ dε is proportional to y^(1/2) e^(−y) dy. The integrals are ∫y^(z−1) e^(−y) dy = Γ(z), with Γ(z + 1) = zΓ(z) by parts, Γ(1) = 1, and Γ(1/2) = √π from the Gaussian integral after y = t². Then Γ(2) = 1, Γ(3/2) = √π/2 and

⟨v⟩ = √(2k_B T/m) Γ(2)/Γ(3/2) = √(8k_B T/πm).

Since √8 = 4/√2,

μ = eℓ √(8k_B T/πm)/(3k_B T) = 4eℓ/[3√(2πmk_B T)].

Inserting ℓ produces the number 4π/(3√(2π)), which on multiplying above and below by √(2π) is 4π√(2π)/(6π) = 2√(2π)/3:

μ = (2√(2π)/3) e ħ⁴ c_l / [Ξ² m^(5/2) (k_B T)^(3/2)].

The same result can be cast as μ = e⟨τ⟩_tr/m. With Λ = vτ, v² = 2ε/m and ⟨ε⟩ = k_B T Γ(5/2)/Γ(3/2) = 3k_B T/2, one has μ = (e/m)⟨ετ⟩/⟨ε⟩, so the relevant average of τ is weighted with the energy. Since τ(ε) = τ(k_B T) y^(−1/2) and Γ(5/2) = 3√π/4,

⟨τ⟩_tr = τ(k_B T) Γ(2)/Γ(5/2) = [4/(3√π)] τ(k_B T),

with 4/(3√π) = 0.75225. The program tests this factor and the closed form symbolically, and tests μ against an explicit three-dimensional sum of e⟨v_z²τ⟩/k_B T.

The elastic and equipartition approximations give a closed mobility formula for nondegenerate carriers, including its numerical factor. It remains to trace the source of each power, put in numbers, and examine the corrections from inelastic scattering and carrier density, as well as the limits of the model.

All numerical values are calculated from the stated model.
